\section*{Area Conservation and Perimeter Loss in Planar Surface Diffusion, part 1}

(Sections cited here and not found follow in the second part.)

\section{The two conservation and decay laws}

A silicon beam with a rounded rectangular cross-section, 160 nm wide and 80 nm high, is modelled during an anneal in which atoms move along its surface. In 60 s the calculated outline loses 47.16 nm of its initial 439.55 nm perimeter, which is 10.7\%. Over the same time its area, 12252 nm$^2$, changes by no more than five parts in $10^{11}$, a change of the size of numerical error. There has been a net transport of material over tens of nanometres, and the shape has become nearly circular. Why does one global measure of the outline stay fixed while the other falls, and what sets the rate of the fall?

\subsection{Geometry and sign conventions}

The beam is taken to be uniform along its axis, so that its surface is described by a closed planar curve $\mathbf X(u,t)$. Here $u$ is a periodic parameter that labels points on the curve, and $t$ is time. All energies and atom numbers below are per unit length of the beam. The curve is assumed smooth, with $g=|\mathbf X_u|>0$, and subscripts $u$, $s$ and $t$ denote derivatives. The arclength element and the unit tangent are
\begin{equation}
ds=g\,du,\qquad \mathbf t=\mathbf X_s=\frac{\mathbf X_u}{g}=(\cos\theta,\sin\theta).
\label{eq:tangent}
\end{equation}
The curve is traversed counterclockwise. Its outward normal is then the tangent turned clockwise by a right angle, and its curvature is the turning rate of the tangent:
\begin{equation}
\mathbf n=(\sin\theta,-\cos\theta),\qquad \kappa=\theta_s .
\label{eq:normal}
\end{equation}
A circle of radius $R$ has $\kappa=+1/R$. Differentiating the components in (\ref{eq:tangent}) and (\ref{eq:normal}) gives
\begin{equation}
\mathbf t_s=\kappa(-\sin\theta,\cos\theta)=-\kappa\mathbf n,
\qquad
\mathbf n_s=\kappa(\cos\theta,\sin\theta)=\kappa\mathbf t .
\label{eq:frenet}
\end{equation}

Let a labelled point move with velocity
\begin{equation}
\mathbf X_t=V\mathbf n+W\mathbf t .
\label{eq:motion}
\end{equation}
The normal speed $V$ is positive outward. The tangential speed $W$ slides labels along the curve without changing the curve as a set of points, so no physical result may depend on it.

\subsection{How a moving curve changes its perimeter}

The perimeter is $L=\int g\,du$, and we need $g_t$. Since $g^2=\mathbf X_u\cdot\mathbf X_u$, a time derivative gives $2gg_t=2\mathbf X_u\cdot\mathbf X_{ut}$, or $g_t=\mathbf t\cdot\mathbf X_{ut}$. The derivatives with respect to $u$ and $t$ may be exchanged because the motion is smooth. Using $\partial_u=g\,\partial_s$ and (\ref{eq:frenet}),
\begin{align}
\mathbf X_{ut}&=g\,\partial_s(V\mathbf n+W\mathbf t)\nonumber\\
&=g\left[V_s\mathbf n+V\kappa\mathbf t+W_s\mathbf t-W\kappa\mathbf n\right]\nonumber\\
&=g\left[(\kappa V+W_s)\mathbf t+(V_s-\kappa W)\mathbf n\right].
\label{eq:xut}
\end{align}
The tangential component is the one that stretches the curve, so
\begin{equation}
g_t=g(\kappa V+W_s).
\label{eq:stretch}
\end{equation}
Integrating over $u$ and using $g\,du=ds$,
\begin{equation}
\frac{dL}{dt}=\oint(\kappa V+W_s)\,ds=\oint\kappa V\,ds .
\label{eq:lengthrate}
\end{equation}
The integral of $W_s$ vanishes because $W$ returns to its starting value after one circuit. Outward motion lengthens a convex part of the curve and shortens a concave part. For an expanding circle, $V=\dot R$ and (\ref{eq:lengthrate}) gives $(1/R)\dot R(2\pi R)=2\pi\dot R$, as it must.

\subsection{How a moving curve changes its area}

For planar vectors define $\mathbf a\times\mathbf b=a_xb_y-a_yb_x$. The signed area is
\begin{equation}
A=\frac12\int\mathbf X\times\mathbf X_u\,du .
\label{eq:area}
\end{equation}
For a simple counterclockwise curve this is the enclosed area: $\frac12\mathbf X\times d\mathbf X$ is the signed area of the thin triangle spanned by the origin and a line element, and the triangles add up to the interior. For a curve that crosses itself, $A$ counts each region with the number of times the curve winds around it, including the sign.

Differentiating (\ref{eq:area}) produces two terms:
\begin{equation}
\frac{dA}{dt}=\frac12\int\left(\mathbf X_t\times\mathbf X_u+
\mathbf X\times\mathbf X_{ut}\right)du .
\end{equation}
Integrate the second term by parts. The boundary term is zero by periodicity, and $-\mathbf X_u\times\mathbf X_t=\mathbf X_t\times\mathbf X_u$, so the second term equals the first. Hence
\begin{align}
\frac{dA}{dt}&=\int\mathbf X_t\times\mathbf X_u\,du
=\oint(V\mathbf n+W\mathbf t)\times\mathbf t\,ds\nonumber\\
&=\oint V\,ds .
\label{eq:arearate}
\end{align}
The last step uses $\mathbf t\times\mathbf t=0$ and $\mathbf n\times\mathbf t=\sin^2\theta+\cos^2\theta=1$. Equations (\ref{eq:lengthrate}) and (\ref{eq:arearate}) are kinematic. They hold for every smooth motion, and the physics enters through $V$.

\subsection{The chemical potential of a curved surface}

Let the surface energy $\gamma$ be independent of orientation, and let the surface energy of the beam per unit length be $\gamma L$. Add a small layer of solid of normal thickness $\eta(s)$. From (\ref{eq:lengthrate}) and (\ref{eq:arearate}), with $V\,dt$ replaced by $\eta$, the first-order changes are
\begin{equation}
\delta L=\oint\kappa\eta\,ds,\qquad \delta A=\oint\eta\,ds .
\end{equation}
If each atom occupies volume $\Omega$, the layer contains $\delta A/\Omega$ atoms per unit length. The surface energy added per atom is therefore $\gamma\Omega\,\delta L/\delta A$. Now let $\eta$ be concentrated near one point. Its thickness is made small first and its width second, so that the first-order expressions remain valid. Then $\kappa$ can be taken out of the integral and $\delta L/\delta A\to\kappa$ at that point. With $\mu_0$ the chemical potential at a flat surface,
\begin{equation}
\mu=\mu_0+\Omega\gamma\kappa .
\label{eq:mu}
\end{equation}
Atoms have a higher chemical potential on a convex corner than on a flat face.

This limit was tested on the nonconvex curve with polar radius $1+0.25\cos2u+0.05\sin3u$ at polar angle $u$. Displacing the curve by narrow bumps and extrapolating to zero width gave $\delta L/\delta A=1.5231$, while the curvature at the same point was 1.5232.

\subsection{Surface flux and the law of motion}

Near equilibrium, a chemical-potential gradient acts on a mobile atom as the force $-\mu_s$. The Einstein relation gives the mobility as $D_s/(kT)$, where $D_s$ is the surface diffusivity, $T$ the temperature and $k$ Boltzmann's constant. With $\nu$ sites per unit surface area, the flux along increasing $s$ is
\begin{equation}
J=-\frac{D_s\nu}{kT}\mu_s=-\frac{D_s\nu\Omega\gamma}{kT}\kappa_s .
\label{eq:flux}
\end{equation}
Here $D_s$ is a diffusivity for mass transport: it is defined with the full site density $\nu$, and so already contains the fraction of surface atoms that are mobile. The product $D_s\nu$ is assumed constant along the curve. This requires an isotropic surface and also $|\Omega\gamma\kappa|\ll kT$, so that curvature changes the density of mobile atoms little.

Consider a short arc between $s$ and $s+ds$. Atoms enter at rate $J(s)$ and leave at rate $J(s+ds)$, a net gain of $-J_s\,ds$. If none are exchanged with the vapour or the bulk, each gained atom adds area $\Omega$ per unit beam length, and the arc advances by
\begin{equation}
V=-\Omega J_s=B\kappa_{ss},\qquad
B=\frac{D_s\nu\gamma\Omega^2}{kT}.
\label{eq:sd}
\end{equation}
The coefficient $B$ has the dimension length$^4$/time. Two minus signs have cancelled: atoms flow down the gradient of curvature, and a positive divergence of their flux removes solid.

The same equation governs a long void inside a solid. If the curve is still described from the void side, the solid has curvature $-\kappa$, and its outward speed is $-V$. Thus $-V=B(-\kappa)_{ss}$, which is (\ref{eq:sd}) again.

\subsection{Area and perimeter under surface diffusion}

Insert (\ref{eq:sd}) in (\ref{eq:arearate}):
\begin{equation}
\boxed{\frac{dA}{dt}=B\oint\kappa_{ss}\,ds=0 .}
\label{eq:conserve}
\end{equation}
The integrand is a derivative of $\kappa_s$, which is periodic. In physical terms, an atom that leaves one arc arrives at another.

Insert (\ref{eq:sd}) in (\ref{eq:lengthrate}) and integrate by parts:
\begin{align}
\frac{dL}{dt}&=B\oint\kappa\kappa_{ss}\,ds
=B\oint\left[(\kappa\kappa_s)_s-\kappa_s^2\right]ds,\nonumber\\
&\boxed{\frac{dL}{dt}=-B\oint\kappa_s^2\,ds .}
\label{eq:decay}
\end{align}
The total derivative again integrates to zero. The constant of proportionality is $B$, with no further numerical factor. Both results hold for as long as the solution remains smooth. They do not show that every initial curve remains smooth or free of self-contact. If two parts of a real surface touch and merge, perimeter is removed by a change of topology that (\ref{eq:decay}) does not contain.

Equation (\ref{eq:decay}) is also an energy balance. By (\ref{eq:flux}) and (\ref{eq:sd}), $J=-(B/\Omega)\kappa_s$. Multiplying (\ref{eq:decay}) by $\gamma$ and using $\gamma\Omega^2/B=kT/(D_s\nu)$,
\begin{equation}
\frac{d(\gamma L)}{dt}=-\gamma B\oint\kappa_s^2\,ds
=-\frac{kT}{D_s\nu}\oint J^2\,ds .
\end{equation}
The surface energy is dissipated as in a resistor, in proportion to the square of the current.

The perimeter is stationary if and only if $\kappa_s=0$ everywhere, so that $\kappa=c$ is constant. The value $c=0$ would give a straight line, which does not close. For $c\neq0$, (\ref{eq:frenet}) gives $(\mathbf X-\mathbf n/c)_s=\mathbf t-\mathbf t=0$. The point $\mathbf X-\mathbf n/c$ is then a fixed centre at distance $1/|c|$ from the whole curve. A simple stationary curve is therefore a circle.

\subsection{What the conservation law depends on}

Smoothing alone does not conserve area. Suppose instead that $V=-M\kappa$ with constant $M>0$, as when a surface exchanges atoms with a surrounding reservoir held at the flat-surface chemical potential $\mu_0$, at a rate proportional to $\mu-\mu_0$. Then (\ref{eq:lengthrate}) gives $dL/dt=-M\oint\kappa^2ds$, which is also negative, but
\begin{equation}
\frac{dA}{dt}=-M\oint\theta_s\,ds=-2\pi Mq ,
\end{equation}
where $q$ is the number of turns made by the tangent in one circuit. A simple counterclockwise curve has $q=1$ and loses area at the constant rate $2\pi M$. What conserves area in surface diffusion is that $V$ is the derivative of a periodic flux.

The laws were tested by displacing whole curves and measuring $L$ and $A$ before and after, in units with $B=M=1$. For the nonconvex curve above, the measured $dL/dt$ and the right side of (\ref{eq:decay}) were both $-34.738$. For the unequal figure-eight $x=2\cos u$, $y=\sin2u+0.4\sin u$, both were $-50.244$. The measured $|dA/dt|$ was below $4\times10^{-10}$ of $\oint|V|ds$ in both cases. With $V=-\kappa$, the area rates were $-6.283$ and zero, as expected for $q=1$ and $q=0$. For the figure-eight the conserved quantity is the signed area, not the area of each lobe.

\section{The available perimeter and the rounding of a beam}

The following symbols and results are carried over. A closed curve has arclength $s$, curvature $\kappa$, outward normal speed $V$, perimeter $L$ and signed area $A$. Isotropic surface diffusion gives $V=B\kappa_{ss}$, with $B=D_s\nu\gamma\Omega^2/(kT)$. By (\ref{eq:conserve}) and (\ref{eq:decay}), $A$ is constant and $dL/dt=-B\oint\kappa_s^2ds$.

\subsection{How much perimeter can be lost}

Integrating the perimeter law from time zero gives the budget
\begin{equation}
L(0)-L(t)=B\int_0^t\oint\kappa_s^2\,ds\,dt' .
\label{eq:budget}
\end{equation}
The fixed area limits this loss. To see how, write the curve as a complex function $Z=x+iy$ of $\sigma=2\pi s/L$ and expand $Z=\sum_mc_me^{im\sigma}$. Since $|Z_\sigma|=L/(2\pi)$, Parseval's relation gives
\begin{equation}
\frac{L^2}{2\pi}=\int_0^{2\pi}|Z_\sigma|^2d\sigma
=2\pi\sum_m m^2|c_m|^2 .
\end{equation}
The area (\ref{eq:area}) is $\frac12\int\mathrm{Im}(Z^*Z_\sigma)d\sigma=\pi\sum_m m|c_m|^2$. Therefore
\begin{equation}
L^2-4\pi A=4\pi^2\sum_m m(m-1)|c_m|^2\ge0,
\label{eq:iso}
\end{equation}
because $m(m-1)$ is not negative for any integer. Equality leaves $m=0$ and $m=1$, a circle. For $A>0$, the right side of (\ref{eq:budget}) can thus never exceed $L(0)-\sqrt{4\pi A}$.

Isotropic surface diffusion keeps the area of a closed outline fixed while its perimeter falls at the rate $B\oint\kappa_s^2\,ds$, and for $A>0$ the total loss cannot exceed $L(0)-\sqrt{4\pi A}$. It remains to apply these laws to the silicon beam, follow its approach to a circle, and examine the effects of orientation-dependent surface energy and of variation along the beam.
